# The sharp passivation front of hydrogen in acceptor-doped silicon, part 1

(Sections cited here and not found follow in the second part.)

## First half: the front and its depth

### The decision that hangs on the result

A calculation of how deep hydrogen passivates a doped silicon layer can be set up in two ways. One can solve the coupled equations for mobile hydrogen and active acceptors, on a grid fine enough to resolve the narrow zone where capture takes place. Or one can treat that zone as a moving boundary and obtain its depth from one line of arithmetic. The second choice is justified when the capture zone is thin compared with the layer, the hydrogen still in motion is dilute compared with the acceptors, and it moves without an electric field and without reacting with itself. The depth \(s\) then obeys

\[
s^2=\frac{2DH_0t}{N},
\]

where \(D\) is the diffusivity of mobile hydrogen, \(H_0\) its concentration just inside the surface, \(t\) the time and \(N\) the acceptor density.

The choice also decides which length is used in planning a process. The free-diffusion length \(\sqrt{Dt}\) does not contain \(N\) and can be far too large. In the example below it is 17.3 µm, while the front stands at 2.45 µm.

### The model

The silicon fills the half-space \(x>0\). Let \(H(x,t)\) be the concentration of mobile hydrogen and \(A(x,t)\) that of acceptors still active. One acceptor captures one hydrogen atom and both become a passive, immobile pair. The pair concentration is therefore \(N-A\). With a capture coefficient \(k\), in volume per time,

\[
H_t=DH_{xx}-kHA,\qquad A_t=-kHA .
\]

Subscripts \(x\) and \(t\) denote partial derivatives. The capture term has the same sign in both equations because each event removes one mobile atom and one active acceptor. The initial and boundary conditions are

\[
H(x,0)=0,\qquad A(x,0)=N,\qquad H(0,t)=H_0,
\]

with \(H\to0\) deep in the material. The assumptions are constant \(D\), \(k\) and \(H_0\), no electric field acting on the hydrogen over the depth of the layer, no release from the pairs, and no reaction of hydrogen with itself. The second half examines the last three.

\(H_0\) is the concentration of mobile hydrogen alone. The total hydrogen content near the surface is about \(H_0+N\), and using it in place of \(H_0\) would give a much too large depth.

### An identity for the first moment

Subtracting the second equation from the first removes the capture term:

\[
(H+N-A)_t=DH_{xx}.
\]

This says that hydrogen, mobile or trapped, is conserved, and that it moves by diffusion of the mobile part. Multiply by \(x\) and integrate over the half-space:

\[
\frac{d}{dt}\int_0^\infty x(H+N-A)\,dx
=D\int_0^\infty xH_{xx}\,dx .
\]

The right side is integrated by parts twice:

\[
\int_0^\infty xH_{xx}\,dx
=\bigl[xH_x\bigr]_0^\infty-\int_0^\infty H_x\,dx
=0-\bigl[H\bigr]_0^\infty=H_0 .
\]

The first bracket vanishes at \(x=0\) because of the factor \(x\), and at large \(x\) because \(H\) decays there faster than any power. The second bracket is \(0-H_0\), and the minus sign in front makes the result positive. At \(t=0\) there is no hydrogen, so the moment starts from zero. Integration over time gives

\[
\int_0^\infty x(H+N-A)\,dx=DH_0t .
\]

This identity holds in the model for any capture coefficient. It also survives release from the pairs, since release moves hydrogen between the mobile and trapped forms without changing their sum.

The identity was tested by integrating the two original equations on a grid. In arbitrary consistent units the inputs were \(D=2\), \(k=3\), \(H_0=0.005\) and \(N=4\), and the moment was evaluated at \(kH_0t=1,10,50\) and \(200\). The largest error relative to \(DH_0t\) was \(1.2\times10^{-6}\). The difference scheme obeys the same identity on any mesh, however coarse, so this number checks the time integration and the size of the domain and says nothing about the accuracy of the profile.

### Why fast capture makes a sharp front

The acceptor equation can be integrated at fixed \(x\). Dividing by \(A\) gives \((\ln A)_t=-kH\), hence

\[
A(x,t)=N\exp\left[-k\int_0^tH(x,t')\,dt'\right].
\]

Let \(k\) grow without limit. At a depth where the time integral of \(H\) is positive, the exponent tends to minus infinity and \(A\) tends to zero. Where no hydrogen has arrived, \(A=N\). Hydrogen enters from the surface and must cross the shallow acceptors before it reaches deeper ones, so the passivated region is a single layer \(0<x<s(t)\). In this limit,

\[
A=0\ \text{ for }x<s,\qquad A=N,\ H=0\ \text{ for }x>s .
\]

Insert this into the moment identity. The trapped part is

\[
\int_0^sxN\,dx=\frac{Ns^2}{2},
\]

so that

\[
\frac{Ns^2}{2}+\int_0^sxH\,dx=DH_0t .
\]

The remaining integral can be bounded. Mobile hydrogen cannot exceed its surface value: at an interior maximum \(H_{xx}\le0\) and the capture term is not positive, so \(H\) cannot grow there. Therefore \(0\le H\le H_0\), and the integral lies between zero and \(H_0s^2/2\). Solving for \(s^2\) in both extreme cases gives

\[
\frac{2DH_0t}{N+H_0}\le s^2\le\frac{2DH_0t}{N}.
\]

For \(H_0\ll N\) the two bounds close on each other, and the front law follows:

\[
s^2=\frac{2DH_0t}{N}\qquad(k\to\infty,\ H_0/N\to0).
\]

This is what dense traps mean here: the acceptors outnumber the mobile hydrogen.

### The same law from the flux

Behind the front no active acceptors are left, and hydrogen only diffuses. It needs a time of order \(s^2/D\) to adjust its profile across the layer. By the front law this time, divided by the process time, is

\[
\frac{s^2/D}{t}=\frac{2H_0}{N}.
\]

For dense traps the profile therefore adjusts while the front hardly moves. Setting \(H_t\approx0\) gives \(H_{xx}=0\), and with \(H(0)=H_0\) and \(H(s)=0\),

\[
H=H_0\left(1-\frac{x}{s}\right),\qquad -DH_x=\frac{DH_0}{s}.
\]

The minus sign in the flux makes it positive for motion into the silicon. When the front advances by \(ds\), it fills \(N\,ds\) acceptors per area. These atoms are delivered by the flux in the time \(dt\):

\[
N\frac{ds}{dt}=\frac{DH_0}{s}
\quad\Longrightarrow\quad
s\,ds=\frac{DH_0}{N}\,dt
\quad\Longrightarrow\quad
\frac{s^2}{2}=\frac{DH_0t}{N}.
\]

The factor 2 in the law comes from integrating \(s\,ds\). The front slows down because the same concentration drop is spread over a growing layer. Its speed is \(ds/dt=DH_0/(Ns)=s/(2t)\), where the last form follows from inserting \(DH_0/N=s^2/(2t)\).

### A doping profile that varies with depth

An implanted layer has an initial acceptor density \(N(x)\). The derivation of the moment identity does not use a constant \(N\). For fast capture, and for mobile hydrogen that is dilute enough for \(H_0s^2/2\) to be negligible beside the trapped moment, it gives

\[
\int_0^sxN(x)\,dx=DH_0t .
\]

Deep acceptors delay the front more than shallow ones, because each atom that fills them has to diffuse farther. The implanted dose alone does not determine the time needed.

### Hydrogen that is not very dilute

For instant capture the problem can be solved at any ratio \(\varepsilon=H_0/N\). In the layer \(0<x<s\),

\[
H_t=DH_{xx},\qquad H(0,t)=H_0,\qquad H(s,t)=0,
\]

and at the front \(N\,ds/dt=-DH_x(s,t)\). No term for storage of mobile hydrogen appears in this last balance, because \(H=0\) at the front.

The equations contain no fixed length, which suggests a profile that depends on \(x\) and \(t\) through one variable:

\[
H=F(\eta),\qquad \eta=\frac{x}{2\sqrt{Dt}},\qquad s=2\lambda\sqrt{Dt},
\]

with a constant \(\lambda\) to be found. Since \(\eta\propto t^{-1/2}\), we have \(\eta_t=-\eta/(2t)\), and \(\eta_x^2=1/(4Dt)\). The diffusion equation becomes

\[
-\frac{\eta}{2t}F'=\frac{D}{4Dt}F''
\quad\Longrightarrow\quad F''=-2\eta F'.
\]

Hence \(F'\) is proportional to \(e^{-\eta^2}\). Integrating once more and imposing \(F(0)=H_0\) and \(F(\lambda)=0\) gives

\[
F=H_0\left[1-\frac{\operatorname{erf}\eta}{\operatorname{erf}\lambda}\right],
\qquad
\operatorname{erf}\eta=\frac{2}{\sqrt\pi}\int_0^\eta e^{-q^2}dq .
\]

The slope at the front is

\[
H_x(s,t)=\frac{F'(\lambda)}{2\sqrt{Dt}}
=-\frac{H_0e^{-\lambda^2}}{\sqrt{\pi Dt}\,\operatorname{erf}\lambda}.
\]

With \(ds/dt=\lambda\sqrt{D/t}\), the front balance reads

\[
N\lambda\sqrt{\frac Dt}
=\frac{H_0e^{-\lambda^2}}{\sqrt\pi\,\operatorname{erf}\lambda}\sqrt{\frac Dt},
\]

and therefore

\[
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\varepsilon .
\]

The left side rises steadily from zero to infinity with \(\lambda\), so there is one solution for each \(\varepsilon\). The depth still grows as \(\sqrt t\); only its coefficient changes.

For small \(\lambda\), use \(e^{\lambda^2}=1+\lambda^2+\dots\) and \(\operatorname{erf}\lambda=(2/\sqrt\pi)(\lambda-\lambda^3/3+\dots)\). The product is

\[
2\lambda^2\left(1+\lambda^2\right)\left(1-\frac{\lambda^2}{3}\right)
=2\lambda^2\left(1+\frac{2\lambda^2}{3}+\dots\right)=\varepsilon .
\]

With \(z=2\lambda^2\) this is \(z(1+z/3)=\varepsilon\), so \(z=\varepsilon-\varepsilon^2/3+\dots\). Since \(s^2=4\lambda^2Dt=2zDt\),

\[
s^2=\frac{2DH_0t}{N}\left[1-\frac{H_0}{3N}+\dots\right].
\]

The correction is the hydrogen needed to fill the layer with mobile atoms. The moment identity confirms it: the linear profile has the moment \(H_0(s^2/2-s^2/3)=H_0s^2/6\), and \(s^2(N/2+H_0/6)=DH_0t\) gives the same first correction.

A case outside the dilute regime tested the full equation for \(\lambda\). The original equations were integrated with \(H_0/N=0.5\), and the growth rate of the squared trapped depth was taken between \(kH_0t=200\) and \(400\). It was 0.8641 of the value from the simple law. The equation for \(\lambda\) gives 0.8641 as well.

### Numbers for a boron-doped layer

Take silicon near 420 K with round parameters: \(N=10^{17}\ \mathrm{cm^{-3}}\), \(H_0=10^{15}\ \mathrm{cm^{-3}}\), \(D=10^{-8}\ \mathrm{cm^2/s}\) and \(t=300\ \mathrm s\). Then

\[
s^2=\frac{2(10^{-8})(10^{15})(300)}{10^{17}}\ \mathrm{cm^2}
=6.0\times10^{-8}\ \mathrm{cm^2},
\]

so \(s=2.45\times10^{-4}\ \mathrm{cm}=2.45\ \mathrm{µm}\). With all other parameters fixed, the depth is 1.22 µm after 75 s and 4.90 µm after 1200 s: four times the time gives twice the depth. The trapped dose is \(Ns=2.45\times10^{13}\ \mathrm{cm^{-2}}\), and at 300 s the front moves at \(s/(2t)=4.1\ \mathrm{nm/s}\).

Here \(H_0/N=0.01\). The correction lowers \(s^2\) by about 0.3% and \(s\) by about 0.2%, which is negligible beside the uncertainty of the inputs. These values belong to the field-free model. The second half shows that a field or pairing can move them much more.

## Second half: front width and limits of the law

### Symbols and results carried over

Mobile hydrogen \(H(x,t)\), with surface value \(H_0\) and diffusivity \(D\), is captured by active acceptors \(A(x,t)\) of initial density \(N\) with coefficient \(k\):

\[
H_t=DH_{xx}-kHA,\qquad A_t=-kHA .
\]

The sum of mobile and trapped hydrogen obeys \((H+N-A)_t=DH_{xx}\), and its first moment is \(\int_0^\infty x(H+N-A)dx=DH_0t\). For instant capture and \(H_0\ll N\), the front depth is \(s=\sqrt{2DH_0t/N}\), with the linear profile \(H=H_0(1-x/s)\) behind it. The example has \(N=10^{17}\ \mathrm{cm^{-3}}\), \(H_0=10^{15}\ \mathrm{cm^{-3}}\), \(D=10^{-8}\ \mathrm{cm^2/s}\), \(t=300\ \mathrm s\), a temperature of 420 K and \(s=2.45\) µm.

### Finite capture rate

Define the dimensionless exposure of a depth \(x\) to hydrogen,

\[
y(x,t)=k\int_0^tH(x,t')\,dt',\qquad H=\frac{y_t}{k},\qquad A=Ne^{-y}.
\]

Integrate the conservation equation over time. Its left side starts from zero, and its right side becomes \(D\) times the second derivative of \(y/k\):

\[
H+N-A=\frac Dk\,y_{xx}.
\]

Multiplying by \(k\) and expressing \(H\) and \(A\) through \(y\) gives one equation in place of two:

\[
Dy_{xx}=y_t+kN(1-e^{-y}).
\]

No approximation has been made so far. The term \(y_t=kH\) represents mobile hydrogen and the last term trapped hydrogen. Behind the front their ratio is at most about \(H_0/N\), so for dense traps \(y_t\) may be dropped. At the very start hardly anything is trapped: at the surface \(y=kH_0t\) is small and the ratio is \(kH_0/(kN\,kH_0t)=1/(kNt)\). The approximation thus also requires \(kNt\gg1\).

With the capture length \(\ell=\sqrt{D/(kN)}\), the reduced equation is \(\ell^2y_{xx}=1-e^{-y}\). Multiply by \(y_x\); both sides become derivatives:

\[
\frac{\ell^2}{2}\left(y_x^2\right)_x=\left(y+e^{-y}\right)_x .
\]

Deep in the silicon \(y\) and \(y_x\) vanish, and \(y+e^{-y}\) tends to 1. Hence

\[
\frac{\ell^2}{2}y_x^2=g(y),\qquad g(y)=y-1+e^{-y},\qquad
y_x=-\frac{\sqrt{2g(y)}}{\ell}.
\]

The negative root is taken because exposure decreases with depth.

For fast capture and dilute mobile hydrogen, the front depth follows \(s^2=2DH_0t/N\), and for a finite capture rate the problem has been reduced to a first-order equation for the exposure \(y\). What remains is to obtain the trapped depth and the front's shape and width from that equation, and to examine how release, an electric field and hydrogen pairing change the result.
